# Why Near-Field Heat Flux Between Doped Silicon Surfaces Peaks with Doping

**Q.** I have two parallel silicon surfaces across a narrow vacuum gap. Doping adds carriers, and carriers radiate and absorb. Why should more doping ever reduce the heat flux?

**A.** We need the flux as a sum over channels, to see what doping does to each. I use atomic units in the algebra, write $\theta=k_BT$, and take two identical half-spaces at nearly equal temperatures. The gap $d$ is small enough for electrostatics, an assumption to be checked later.

At in-plane wavevector $k$, a potential falling on a surface as $ue^{-ks}$, with $s$ pointing into the solid, returns as $-rue^{ks}$ and enters as $tue^{-ks}$. Continuity of the potential gives $1-r=t$. Continuity of the normal displacement gives $1+r=\epsilon t$. Hence

$$r=\frac{\epsilon-1}{\epsilon+1}.$$

The charge in the solid, weighted by $e^{-ks}$, acts outside like a sheet $\sigma$ with potential $2\pi\sigma/k$. Thus $\sigma=-kru/2\pi$. The coupling energy is $\sigma\phi$, so the absorbed power per area is the time average

$$\langle\sigma\dot\phi\rangle=\frac{\omega k}{4\pi}\,\mathrm{Im}\,r\,|u|^2 .$$

**Q.** That is absorption. Where does the thermal source enter?

**A.** Through the fluctuation-dissipation theorem. The force conjugate to $\sigma$ is $-\phi$, so the response function is $kr/2\pi$. The two-sided spectrum of spontaneous sheet charge is $(2\Theta/\omega)\,k\,\mathrm{Im}\,r/2\pi$, where $\Theta$ is the mean oscillator energy. Multiplying by $(2\pi/k)^2$ gives the spectrum of the emitted potential,

$$S_f=\frac{4\pi\Theta}{k\omega}\,\mathrm{Im}\,r .$$

Let $q=e^{-kd}$. The potential bounces between the surfaces, and each round trip multiplies it by $(-rq)^2$. The sum of the bounces gives an amplitude $q/(1-r^2q^2)$ at the second surface. For a spectrum, $|u|^2/2$ becomes $S_u\,d\omega/\pi$ over positive frequencies. The power absorbed by the second body per mode is therefore

$$\int_0^\infty\frac{d\omega}{\pi}\,\frac{\omega k\,\mathrm{Im}\,r}{2\pi}\,\frac{q^2S_f}{|1-r^2q^2|^2}
=\int_0^\infty\frac{d\omega}{2\pi}\,\Theta\,\tau,\qquad
\tau=\frac{4(\mathrm{Im}\,r)^2q^2}{|1-r^2q^2|^2}.$$

The reverse flow is subtracted, which removes the zero-point energy. A small temperature difference leaves the derivative of $\omega/(e^{\omega/\theta}-1)$ with respect to $\theta$. With the mode density $k\,dk/2\pi$, the flux per unit difference in $\theta$ is

$$h=\frac1{4\pi^2}\int_0^\infty d\omega\,W(\omega/\theta)\int_0^\infty k\,dk\,\tau,\qquad W(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

The function $W$ is the Planck window. It is 1 at low frequency and falls to one half at $x=2.98$, which is 0.077 eV at 300 K.

**Q.** Now put in the carriers. Where is the plasmon?

**A.** I take a local Drude response with free-carrier density $n$, conductivity mass $m$ and loss rate $\gamma$:

$$\epsilon=\epsilon_\infty-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\qquad \omega_p^2=\frac{4\pi n}{m}.$$

Define $\omega_s^2=\omega_p^2/(\epsilon_\infty+1)$, $A=2/(\epsilon_\infty+1)$, $r_\infty=1-A$ and $D=\omega_s^2-\omega^2-i\gamma\omega$. Then $\epsilon+1=(\epsilon_\infty+1)D/(D-\omega_s^2)$, and $r=1-2/(\epsilon+1)$ becomes

$$r=r_\infty+\frac{A\,\omega_s^2}{D}.$$

So $\omega_s$ is the plasmon frequency of one surface, and it grows as $\sqrt n$. Silicon has $\epsilon_\infty=11.7$, which gives $A=0.157$. The background screens the plasmon strongly, so its coupling across vacuum is weak.

**Q.** I have heard that heat flows best when the losses are "matched". Matched to what?

**A.** To the splitting of the two gap plasmons. Factor the denominator of $\tau$ as $(1-rq)(1+rq)$. The first factor is

$$1-rq=\frac{(1-r_\infty q)D-Aq\omega_s^2}{D}=(1-r_\infty q)\frac{D_+}{D},$$

where $D_\pm=\omega_\pm^2-\omega^2-i\gamma\omega$. The second is $(1+r_\infty q)D_-/D$. Since $A+r_\infty=1$,

$$\omega_+^2=\omega_s^2\frac{1-q}{1-r_\infty q},\qquad
\omega_-^2=\omega_s^2\frac{1+q}{1+r_\infty q}.$$

Their difference is $\omega_-^2-\omega_+^2=2Aq\,\omega_s^2/(1-r_\infty^2q^2)$. Also $\mathrm{Im}\,r=A\omega_s^2\gamma\omega/|D|^2$. The factors of $|D|$ cancel in $\tau$, leaving

$$\tau=\frac{\gamma^2\omega^2(\omega_-^2-\omega_+^2)^2}{|D_+|^2|D_-|^2}
=\gamma^2\omega^2\left|\frac1{D_+}-\frac1{D_-}\right|^2 .$$

If the modes coincide, nothing crosses. Splitting carries energy from one side to the other, while loss couples each side to its heat bath.

**Q.** Can you turn that into a number for each $k$?

**A.** Yes, by integrating $\tau$ over frequency. Write $a=\omega_+^2$ and $b=\omega_-^2$, and let two oscillators feel the same white noise $\xi$ of strength $2C$:

$$\ddot x+\gamma\dot x+ax=\xi,\qquad \ddot y+\gamma\dot y+by=\xi .$$

Let $V=\langle\dot x\dot y\rangle$, $X=\langle xy\rangle$ and $P=\langle x\dot y\rangle=-\langle\dot xy\rangle$. The last equality holds because $\langle xy\rangle$ is stationary. Stationarity of $\langle x\dot y\rangle$, $\langle\dot xy\rangle$ and $\langle\dot x\dot y\rangle$ gives

$$V-\gamma P-bX=0,\quad V+\gamma P-aX=0,\quad -2\gamma V+(b-a)P+2C=0 .$$

The sum of the first two gives $X=2V/(a+b)$. Their difference gives $P=-(b-a)X/2\gamma$. Inserting both in the third,

$$V=\frac{C}{\gamma(1+M)},\qquad M=\frac{(b-a)^2}{2\gamma^2(a+b)} .$$

The same correlation, written as a spectrum, is $V=(2C/\pi)\,\mathrm{Re}\int_0^\infty\omega^2d\omega/(D_+D_-^*)$. The cross integral is thus $\pi/[2\gamma(1+M)]$, and each self integral, with $a=b$, is $\pi/2\gamma$. Expanding the square in $\tau$,

$$\int_0^\infty\tau\,d\omega=\gamma^2\left[\frac{\pi}{\gamma}-\frac{\pi}{\gamma(1+M)}\right]=\pi\gamma\frac{M}{1+M}.$$

At fixed modes $M\propto1/\gamma^2$, and the right side is largest at $M=1$. The matched loss is

$$\gamma_m=\frac{\omega_-^2-\omega_+^2}{\sqrt{2(\omega_+^2+\omega_-^2)}},$$

which tends to $\omega_--\omega_+$ when the modes are close. With less loss, the baths feed the plasmons too slowly. With more loss, energy is damped before it crosses.

This integral was tested against direct quadrature of $\tau$ for $\gamma/\omega_s=0.05$, 0.4 and 2, each at $kd=0.2$, 1 and 2. They agree to within one part in $10^4$.

**Q.** Then is the best doping the one at which silicon reaches this match?

**A.** No. To see why, express $M$ through the density. The sum of the squared frequencies is $2\omega_s^2(1-r_\infty q^2)/(1-r_\infty^2q^2)$, so

$$M=\frac{\omega_s^2}{\gamma^2}\,g(q),\qquad g=\frac{A^2q^2}{(1-r_\infty^2q^2)(1-r_\infty q^2)} .$$

The contribution of one wavevector with $W=1$ is then

$$\pi\gamma\frac{M}{1+M}=\frac{\pi}{\dfrac1\gamma+\dfrac{\gamma}{g\,\omega_s^2}} .$$

This is two resistances in series: one for the exchange with the baths, one for the crossing. Now raise $n$. If $\gamma$ does not fall, the first resistance does not rise. If $n/\gamma$ does not fall, neither does the second, because $\omega_s^2\propto n$. Under these two conditions the flux without the Planck factor cannot decrease with doping.

Doped silicon, as modelled here, meets both conditions: mobility $\mu$ falls with density, so $\gamma=1/(m\mu)$ rises, but the conductivity, proportional to $n\mu$, still rises. Passing through a match therefore cannot produce the maximum in this model. The Planck window has to do it.

**Q.** Let me see that in numbers. What silicon are you assuming?

**A.** An n-type crystal at 300 K with a 10 nm gap. The parameters are rough typical ones: longitudinal and transverse masses 0.92 and 0.19 electron masses, whose conductivity average $3/(1/0.92+2/0.19)$ is 0.258, and a smooth mobility curve,

$$\mu=70+\frac{1330}{1+(n/10^{17})^{0.7}},$$

in cm²/Vs with $n$ in cm⁻³. Each surface is taken to be doped right up to the vacuum.

Call the flux with $W=1$ $h_{cl}$, and define the mean window by $h=h_{cl}\langle W\rangle$. Fluxes are in W/(cm² K).

| $n$ (cm⁻³) | $\omega_s$ (eV) | $\gamma$ (eV) | $h_{cl}$ | $\langle W\rangle$ | $h$ |
|---|---|---|---|---|---|
| $10^{17}$ | 0.0065 | 0.0061 | 0.132 | 0.995 | 0.131 |
| $10^{18}$ | 0.0205 | 0.0154 | 0.509 | 0.955 | 0.486 |
| $1.97\times10^{19}$ | 0.0909 | 0.0439 | 3.25 | 0.451 | 1.47 |
| $10^{20}$ | 0.205 | 0.0557 | 10.9 | 0.043 | 0.467 |

The third row is the computed maximum. From $10^{18}$ cm⁻³ to that row, $h_{cl}$ grows 6.4 times while the mean window halves, so $h$ triples. From there to $10^{20}$ cm⁻³, $h_{cl}$ grows another 3.4 times, but the mean window shrinks by a factor of 10.6. The product falls to about one third. The carriers still couple the surfaces ever better, but at frequencies that are hardly excited at room temperature.

**Q.** What sets the rising side, if not the match?

**A.** Mostly conductivity. When $M\ll1$ the crossing resistance dominates, and each wavevector contributes $\pi g\omega_s^2/\gamma$, proportional to $n\mu$. At $kd=1$, $M$ is 0.005 at $10^{17}$ cm⁻³ and 0.018 at the best doping. Between $10^{17}$ and $10^{18}$ cm⁻³ the conductivity rises 3.96 times and the flux 3.71 times. The flux lags because the window has begun to close and because $M$ is not small at long wavelength.

**Q.** So how far from matched is silicon?

**A.** At $kd=1$ the matched loss is $0.065\,\omega_s$. The actual ratio $\gamma/\omega_s$ is 0.94 at $10^{17}$ cm⁻³, 0.48 at the best doping and 0.27 at $10^{20}$ cm⁻³. Doping moves these waves toward the match, but even the last value is four times too lossy. Half of the flux crosses at $kd$ below about 0.5, however. For that median wave the loss exceeds the matched value by a factor of 3.8 at the best doping and 1.9 at $10^{20}$ cm⁻³.

Longer waves are easier to match, since their splitting is larger. As $kd\to0$, $g\to1/(1+r_\infty)$ and $\gamma_m\to0.74\,\omega_s$. At the best doping some long waves are therefore matched, but the weight $k\,dk$ gives them little share of the flux: waves with $M>1$ carry about 3% of it there, rising to about 23% at $10^{20}$ cm⁻³.

Hold the density at its best value and vary the loss alone. The flux is then largest near $\gamma=0.0042$ eV, about a tenth of the actual loss, and is 2.3 times higher. Loss thus affects the height of the curve and, through $n\mu$, its slope.

**Q.** Loss grows with doping too. Could that growth be what brings the flux down?

**A.** It is not needed. With $\gamma$ held at 0.0439 eV for every density, the maximum remains, at $2.4\times10^{19}$ cm⁻³. Compared with this fixed-loss case, the loss that grows with doping puts the peak somewhat lower in density.

**Q.** Can I estimate the best plasmon energy without the full integral?

**A.** For a narrow line, yes. Suppose $h_{cl}\propto\omega_s^p$ near the peak and all the heat flows close to $\omega_s$. With $x=\omega_s/\theta$, $h\propto x^pW(x)$. The logarithmic slope of the window is

$$\frac{d\ln W}{d\ln x}=2+x-\frac{2xe^x}{e^x-1}=2-x\coth\frac x2 .$$

Setting the total slope to zero gives

$$x\coth\frac x2=p+2 .$$

The left side starts at 2 and grows with $x$, so there is a peak for any $p>0$. If $\gamma/\omega_s$ is held fixed, $h_{cl}\propto\omega_s$, hence $p=1$ and $x=2.58$. A line with $\gamma/\omega_s=0.01$ peaks at 2.59 in the full electrostatic integral.

For silicon the local power is $p=1.44$. The rule gives $x=3.16$ and $n=1.6\times10^{19}$ cm⁻³, while the full integral gives $x=3.52$ and $2.0\times10^{19}$ cm⁻³. The line is too broad for the rule to be more than an estimate. At the peak $W(\omega_s/\theta)$ is 0.39 but the mean window is 0.45, so part of the heat must flow below $\omega_s$. That this part delays the peak is my conjecture.

**Q.** If the window is responsible, warming the surfaces should move the peak.

**A.** It does. At fixed $\gamma/\omega_s$ the only other frequency scale is $\theta$, so the best $\omega_s$ scales as $T$ and the best density as $T^2$. Going from 300 to 400 K should multiply it by $(4/3)^2=1.78$, giving $3.5\times10^{19}$ cm⁻³. The full integral, with the material data held at their 300 K values, also gives $3.5\times10^{19}$ cm⁻³, although $\gamma/\omega_s$ is 0.40 at the new peak instead of 0.48. With that change, the agreement is closer than the scaling argument alone can promise.

**Q.** Does the flux vanish exponentially at very heavy doping, as the Planck factor does?

**A.** Not in the end, because a lossy plasmon has a low-frequency tail. To find it, do the $k$ integral first. With $v=2kd$ and $z=r^2$,

$$\int_0^\infty\frac{v e^{-v}\,dv}{|1-ze^{-v}|^2}
=\frac1{\mathrm{Im}\,z}\,\mathrm{Im}\int_0^\infty\frac{v\,ze^{-v}dv}{1-ze^{-v}}
=\frac{\mathrm{Im}\,\mathrm{Li}_2(z)}{\mathrm{Im}\,z}.$$

The last step expands in powers of $z$, where $\int_0^\infty ve^{-jv}dv=1/j^2$ builds the dilogarithm $\mathrm{Li}_2(z)=\sum_j z^j/j^2$; analytic continuation covers $|z|>1$. Since $k\,dk=v\,dv/4d^2$ and $\mathrm{Im}\,z=2\,\mathrm{Re}\,r\,\mathrm{Im}\,r$,

$$\int_0^\infty k\,dk\,\tau=\frac{F}{d^2},\qquad F=\frac{\mathrm{Im}\,r}{2\,\mathrm{Re}\,r}\,\mathrm{Im}\,\mathrm{Li}_2(r^2).$$

This also shows that $h\propto1/d^2$ in the electrostatic regime.

Far below $\omega_s$, $r\approx1+\rho$ with $\rho=A(\omega^2+i\gamma\omega)/\omega_s^2=\alpha+i\eta$. Near unit argument $\mathrm{Li}_2(1-w)\approx\pi^2/6+w\ln w-w$. Here $w=-2\rho$ and $\ln w=\ln2|\rho|+i(\varphi-\pi)$, with $\varphi=\arg\rho$. Taking the imaginary part,

$$F\approx\eta\left[\eta(1-\ln2|\rho|)+\alpha(\pi-\varphi)\right].$$

Both terms scale as $\omega_s^{-4}$, apart from the logarithm. At fixed loss the tail therefore falls roughly as $n^{-2}$, more slowly than an exponential in $\omega_s/\theta$, and must eventually dominate within this electrostatic model. At $10^{20}$ cm⁻³ that limit has not been reached: frequencies below $\omega_s/2$ carry about 10% of the flux. The $n^{-2}$ slope is approached only near $10^{21}$ cm⁻³, and there electrostatics no longer gives the total flux across 10 nm, as the next answer shows.

**Q.** You promised to check electrostatics. Does retardation matter at 10 nm?

**A.** Hardly, near the peak. Maxwell's equations with both polarizations and propagating waves give a best density of $2.0\times10^{19}$ cm⁻³ and a flux of 1.47 W/(cm² K), or $1.47\times10^4$ W/(m² K). That is about 2400 times the black-body value. Evanescent s-polarized waves carry 0.1% of it, and 0.6% at $10^{20}$ cm⁻³. Far from the peak it does matter: the full flux exceeds the electrostatic one by 5% at $10^{17}$ cm⁻³, by 35% at $3\times10^{20}$ cm⁻³ and about 16 times at $10^{21}$ cm⁻³, where evanescent s-polarized waves carry about 80% of it. A wider gap needs its own check.

**Q.** And my real wafers? What would spoil the prediction first?

**A.** The surface. The densities are within reach of ordinary doping, and a mobility near 100 cm²/Vs at $2\times10^{19}$ cm⁻³ is roughly typical of n-type silicon. A uniform 10 nm gap between wide flat plates is demanding, however, and the assumption of carriers right up to the surface can fail badly. Surface charge can push electrons inward. For an assumed barrier of 0.5 eV, the depleted layer at the best doping is 5.7 nm thick on each side. It cuts the flux there to 0.45 of its value. Heavier doping thins the layer, so the optimum moves to $3.4\times10^{19}$ cm⁻³, with 0.75 W/(cm² K).

Near the best doping, other corrections are smaller or comparable:

- The Debye length is 0.9 nm. Treating it as an empty layer on each surface, a crude estimate based on static screening, lowers the flux by 14%. At the plasmon frequency the carriers do not screen statically, and the reduction may be larger: a hydrodynamic model of the carriers gives 15% to 23%, depending on the assumed sound speed, with the best density at 2.1 to $2.2\times10^{19}$ cm⁻³.
- An electron at thermal speed crosses the gap distance at a rate of $0.17\,\omega_s$, so the local response is fair but not precise.
- The loss rate is taken from the steady-current mobility. Impurity scattering depends on frequency, so the loss at the plasmon frequency may differ, and the flux with it.
- The Fermi energy at zero temperature is 0.97 of $k_BT$. The carriers are on the border of degeneracy, and the Debye length is itself approximate.
- Halving the mobility at all densities lowers the flux at the old optimum to 0.61 and moves the best density to $2.7\times10^{19}$ cm⁻³. This is a test of sensitivity: in silicon doped this heavily, warming from 300 to 400 K should lower the mobility much less.
- At $10^{18}$ cm⁻³, isolated donors 0.045 eV deep would be 76% ionized. The density here counts free carriers, not dopant atoms.
- A native oxide is left out. Its polar vibrations can carry heat at thermally excited frequencies, which matters most at light or very heavy doping, where the carriers carry little. In a rough oscillator model of silica, 1 to 2 nm of oxide on each side of a 10 nm vacuum gap multiplies the flux by about 2 to 5 at $10^{17}$ cm⁻³ and by 1.6 to 2.5 at $10^{20}$ cm⁻³. At the best doping the net gain is only about 5% to 20%, because the layer, acting as a spacer, also removes 20% to 35% of the flux due to the carriers.

**Q.** What should I aim for, then?

**A.** For n-type silicon near 300 K with a gap of about 10 nm, aim for a few times $10^{19}$ free electrons per cm³, toward the upper side if the surfaces are depleted. If you can choose between samples of equal carrier density in this range, this model favours the higher mobility, because the actual loss is well above the best one. The advantage fades near $10^{20}$ cm⁻³ and is reversed at $2\times10^{20}$ cm⁻³, where more loss spreads the plasmon into the Planck window. To test whether the Planck window causes the fall, measure the doping curve at two temperatures and see whether its maximum moves to higher density when hot. Measure the mobility and surface depletion at both temperatures as well, since either can move the maximum. The remaining values are in the numerical output below.

## Calculated quantities

```
temperature 300 K, gap 10 nm, kT 0.02585 eV
permittivity 11.7, r_inf 0.8425, A 0.1575
masses long 0.92, trans 0.19, cond 0.2583 m_e
mobility curve 70 to 1400 cm2/Vs, n_ref 1e+17 cm-3, power 0.7
Planck factor is 1/2 at 2.983 kT = 0.0771 eV
n 1.000e+17 cm-3: mobility 735.0 cm2/Vs
  ws 0.0065 eV, loss 0.0061 eV, loss/ws 0.941
  W(ws/kT) 0.9948, M at kd=1 0.00474
  h_classical 0.1316, h 0.1310 W/(cm2 K), mean W 0.9953
n 1.000e+18 cm-3: mobility 291.2 cm2/Vs
  ws 0.0205 eV, loss 0.0154 eV, loss/ws 0.751
  W(ws/kT) 0.9492, M at kd=1 0.00744
  h_classical 0.5088, h 0.4857 W/(cm2 K), mean W 0.9545
n 1.968e+19 cm-3: mobility 102.2 cm2/Vs
  ws 0.0909 eV, loss 0.0439 eV, loss/ws 0.482
  W(ws/kT) 0.3899, M at kd=1 0.01801
  h_classical 3.2542, h 1.4667 W/(cm2 K), mean W 0.4507
n 1.000e+20 cm-3: mobility 80.5 cm2/Vs
  ws 0.2050 eV, loss 0.0557 eV, loss/ws 0.272
  W(ws/kT) 0.0226, M at kd=1 0.05681
  h_classical 10.9413, h 0.4674 W/(cm2 K), mean W 0.0427
flux ratio 1e18/1e17: 3.708
conductivity ratio 1e18/1e17: 3.962
share of h below ws/2 at 1e20: 0.098
matched loss/ws at kd=1: 0.0647
best loss at best n: 0.0042 eV, loss/ws 0.046
flux gain at that loss: factor 2.315
best n with loss held fixed: 2.375e+19 cm-3
narrow-line test: peak ws/kT 2.587, rule 2.576
silicon: growth power p 1.442, ws/kT 3.518
  rule gives ws/kT 3.163, n 1.591e+19 cm-3
best n at 400 K, same material data: 3.493e+19 cm-3
full theory: best n 1.964e+19 cm-3, h 1.4712 W/(cm2 K)
  evanescent s share there 0.0012
  at 1e20: h 0.4718 W/(cm2 K), s share 0.006
black-body h 6.124e-04 W/(cm2 K), enhancement 2402
depletion, 0.5 eV barrier: width at best n 5.73 nm
  flux factor there 0.452
  best n with depletion 3.431e+19 cm-3, h 0.7499 W/(cm2 K)
Debye length at best n 0.922 nm; as empty layer, flux factor 0.859
thermal speed/(d*ws) 0.1663
zero-temperature Fermi energy 0.0250 eV, over kT 0.969
ionized share, 1e18 cm-3 donors at 0.045 eV, band density 2.8e+19 cm-3: 0.763
mobility halved: best n 2.655e+19 cm-3, flux factor at old best n 0.614
```
